# Lateral thermal length of a thin wafer with two-sided radiative loss

A thin hot wafer has two ways to dispose of a small local excess of heat. It can conduct the heat sideways, or it can radiate it from its faces. Sideways conduction in a sheet of conductivity $k$ and thickness $h$ depends on the product $kh$, measured in W/K. Small changes of radiative loss are described by a coefficient $G$, the extra power lost per unit wafer area and per kelvin, measured in W/(cm$^2$ K). If these are the only two properties in the steady linear problem, the only length that they can form is

$$
L\propto\sqrt{\frac{kh}{G}} .
$$

Dimensions also show the direction of the effect: better conduction lengthens $L$ and stronger radiation shortens it. Conduction does the smoothing. Radiation pulls each place back toward its own local heat balance, and so limits the distance over which conduction can smooth. What remains is to find $G$, the numerical factor, and the response to a given pattern.

Let $x,y$ lie in the wafer plane and let $z$ run through the thickness from $-h/2$ to $h/2$. The wafer is opaque, with total hemispherical emissivity $\epsilon$ on each face. For now $\epsilon$ is uniform and independent of temperature, the chamber returns no radiation, gas carries off no heat, and the rim is many lengths $L$ away. Let $Q(x,y)$ be the lamp power absorbed per unit wafer area, both faces together, and suppose that it does not depend on the wafer temperature.

Inside the wafer, the stored heat per volume changes at the rate $\rho c\,\partial T/\partial t$, where $\rho c$ is the heat capacity per volume. Integrate the heat equation over $z$. If $T$ hardly varies through the thickness, the storage and lateral conduction terms acquire a factor $h$. Each face emits $\epsilon\sigma T^4$, with $\sigma$ the Stefan–Boltzmann constant, so two faces give

$$
\rho c h\,\frac{\partial T}{\partial t}
=\nabla\cdot(kh\nabla T)+Q-2\epsilon\sigma T^4 ,
$$

where $\nabla$ now acts in the plane. A uniform steady temperature $T_0$ requires $Q_0=2\epsilon\sigma T_0^4$.

Now write $Q=Q_0+S$ and $T=T_0+\theta$, with $|\theta|\ll T_0$. The fourth power expands as

$$
T^4=T_0^4+4T_0^3\theta+6T_0^2\theta^2+\cdots .
$$

The first term cancels against $Q_0$. The second gives a loss $2\epsilon\sigma\cdot4T_0^3\theta=G\theta$, so that

$$
G=8\epsilon\sigma T_0^3 .
$$

The 8 is thus two faces times the four from the derivative of $T^4$. A conductivity that varies with temperature adds a term $-h\,k'(T_0)\,\theta\nabla\theta$ to the lateral heat flow. This is of second order, so the linear equation contains just $k=k(T_0)$:

$$
\rho c h\,\frac{\partial\theta}{\partial t}
=kh\nabla^2\theta-G\theta+S .
$$

In the steady state, division by $G$ gives

$$
L^2\nabla^2\theta-\theta=-\frac{S}{G},\qquad
L=\sqrt{\frac{kh}{8\epsilon\sigma T_0^3}} .
$$

Take a pattern $S=S_q\cos qx$ with wavelength $\lambda=2\pi/q$. The trial solution $\theta=\theta_q\cos qx$ turns $\nabla^2$ into $-q^2$, so $-(q^2L^2+1)\theta_q=-S_q/G$ and

$$
\theta_q=\frac{S_q}{G}\,\frac{1}{1+q^2L^2} .
$$

For $qL\ll1$ each place settles at its local value $S_q/G$. For $qL\gg1$ the amplitude becomes $S_q/(khq^2)$, which no longer contains the radiative coefficient: the heat moves from bright to dark regions before much of the excess is radiated. The response is half the local value at $qL=1$, that is, at $\lambda=2\pi L$. If the absorbed flux varies by a fraction $c$, then $S_q=cQ_0$ and the local value is

$$
\frac{cQ_0}{G}=\frac{2c\,\epsilon\sigma T_0^4}{8\epsilon\sigma T_0^3}=\frac{cT_0}{4} .
$$

As an example, take a lamp-heated soak anneal of a 300 mm device wafer, with rough typical values $T_0=1300$ K, $h=0.775$ mm, $k=0.25$ W/(cm K), $\epsilon=0.7$ and $\rho c=2.2$ J/(cm$^3$ K). The absorbed flux needed to hold the temperature is 22.67 W/cm$^2$, and $G=0.06976$ W/(cm$^2$ K). With $h$ expressed in centimetres,

$$
L=\sqrt{\frac{0.25\times0.0775}{0.06976}}\ \text{cm}
=0.527\ \text{cm}=5.27\ \text{mm} .
$$

The half-response wavelength is 33 mm. A 2 percent flux contrast has the local amplitude $0.02\times1300/4=6.5$ K. At a wavelength of 100 mm conduction lowers this only to 5.86 K. At 20 mm, $q^2L^2=(2\pi\times5.27/20)^2=2.74$, and the amplitude is $6.5/3.74=1.74$ K. A numerical solution of the full fourth-power balance, with this contrast and $k\propto T^{-1.2}$, agreed with the linear amplitude to within 0.1 percent of its value at wavelengths of 100, 20, 5 and 2 mm.

The role of radiation is clearest if $\epsilon$ is halved while $T_0$, $k$, $h$ and $c$ are held fixed. The absorbed flux must then be halved too, so the local value stays at 6.5 K, but $L^2$ doubles. At 20 mm the response factor falls from 0.267 to $1/(1+2\times2.74)=0.154$. Weaker radiation leaves a smoother wafer in this comparison.

A sharp boundary shows the same length in real space. Let the flux change be $-S$ for $x<0$ and $+S$ for $x>0$, with $S$ constant. The bounded solutions on the two sides are

$$
\theta=-\frac{S}{G}+Ce^{x/L}\quad(x<0),\qquad
\theta=\frac{S}{G}+Be^{-x/L}\quad(x>0).
$$

Continuity of heat flow requires $C=-B$. Continuity of temperature then gives $-S/G-B=S/G+B$, hence $B=-S/G$. The result is

$$
\theta=\operatorname{sign}(x)\,\frac{S}{G}\left(1-e^{-|x|/L}\right) .
$$

A sharp flux edge therefore becomes a temperature transition that approaches its local values over a distance $L$ on each side.

For a disc of radius $a$ that absorbs a uniform extra flux $S$, the radial solutions use the modified Bessel functions $I_n$ and $K_n$. Regularity at the centre and decay at large distance give

$$
\theta=\frac{S}{G}+AI_0(r/L)\quad(r<a),\qquad
\theta=DK_0(r/L)\quad(r>a).
$$

Put $\alpha=a/L$. Since $I_0'=I_1$ and $K_0'=-K_1$, continuity of heat flow gives $AI_1(\alpha)=-DK_1(\alpha)$. Elimination of $D$ from the continuity of temperature gives

$$
A=-\frac{S}{G}\,\frac{K_1(\alpha)}{I_0(\alpha)K_1(\alpha)+I_1(\alpha)K_0(\alpha)} .
$$

The denominator equals $1/\alpha$. To see this, multiply it by $\alpha$ and differentiate, using $(\alpha I_1)'=\alpha I_0$ and $(\alpha K_1)'=-\alpha K_0$. All terms cancel, so the product is constant, and its limit at small $\alpha$ is 1. Because $I_0(0)=1$, the centre temperature rise is

$$
\theta(0)=\frac{S}{G}\left[1-\frac aL K_1\!\left(\frac aL\right)\right] .
$$

A disc of radius 5 mm with 2 percent extra flux rises by 2.45 K at its centre, well below the local value of 6.5 K, because much of its excess heat flows into the surroundings.

These steady results need time to develop. If a sinusoidal flux pattern is switched on at $t=0$ while the mean temperature is held at $T_0$, its amplitude obeys

$$
\rho c h\,\frac{d\theta_q}{dt}=S_q-(G+khq^2)\theta_q .
$$

Define $\tau=\rho c h/G$. Since $kh/G=L^2$, the solution that starts from zero is

$$
\theta_q(t)=\frac{S_q}{G(1+q^2L^2)}
\left[1-e^{-(1+q^2L^2)t/\tau}\right] .
$$

Here $\tau=2.2\times0.0775/0.06976=2.44$ s. After 0.5 s the 100 mm pattern has reached 20 percent of its steady amplitude, or 1.19 K, while the 20 mm pattern has reached 53 percent, or 0.93 K. The steady amplitudes differ by a factor of 3.4, but these early ones differ by only 1.3. At still earlier times, expansion of the exponential gives $\theta_q\simeq S_qt/(\rho ch)$, which does not depend on wavelength: smoothing has not yet begun. This form needs $t\ll\tau/(1+q^2L^2)$, and it describes the average through the thickness. Heat takes a time of order $\rho ch^2/k\approx0.05$ s to cross the wafer, so at shorter times a face that absorbs the flux runs well above this average. The steady formula thus belongs to a hold several times longer than the response time of the pattern. An anneal whose mean temperature changes rapidly needs the time-dependent balance with a changing $G$.

The thin-wafer assumption can be examined by keeping $z$. Away from the heated region, a steady disturbance that decays along $x$ and is symmetric in $z$ has the form $\theta\propto e^{-x/\Lambda}\cos(z/\Lambda)$, which satisfies Laplace's equation. Each face loses $G\theta/2$, so the condition $-k\,\partial\theta/\partial z=G\theta/2$ at $z=h/2$ gives

$$
\frac1\Lambda\tan\frac{h}{2\Lambda}=\frac{G}{2k} .
$$

For small $u$, $\tan u\simeq u+u^3/3$. Insert $u=h/(2\Lambda)$, multiply by $2/h$, and use $G/(kh)=1/L^2$:

$$
\frac{1}{\Lambda^2}\left(1+\frac{h^2}{12\Lambda^2}\right)\simeq\frac{1}{L^2}
\quad\Longrightarrow\quad
\Lambda\simeq L\left(1+\frac{h^2}{24L^2}\right) .
$$

The last step replaces $\Lambda$ by $L$ in the small correction and takes the square root to first order. The correction is 0.09 percent in the example, so the decay length itself is safe.

The surface amplitude of a fine pattern is less safe. Suppose that the flux is absorbed at the top face and that $q$ is large enough for radiation to be neglected beside conduction. With no heat flow through the bottom, $\theta=A\cosh[q(z+h/2)]\cos qx$. The top condition $kqA\sinh qh=S_q$ gives a surface amplitude $A\cosh qh=S_q/(kq\tanh qh)$. Compared with the thin-wafer limit $S_q/(khq^2)$, it is larger by the factor

$$
\frac{qh}{\tanh qh} .
$$

At 5 mm the thin-wafer amplitude is 0.145 K, but the value resolved through the thickness is 0.188 K at the top, 30 percent higher. At 2 mm the values are 0.024 K and 0.058 K, a factor of 2.5. The thickness-averaged amplitude still agrees with the thin-wafer value to within 1 percent. At 20 mm the top-surface excess is only about 2 percent. Heating from one side also produces an offset through the wafer even without a pattern: half the absorbed flux must cross to the other face, giving a difference $(Q_0/2)h/k=3.5$ K.

Nonlinearity is a smaller matter for these patterns. Average the steady balance over one period. The net lateral flow vanishes for any $k(T)$, so the mean of $T^4$ must equal $T_0^4$. Through second order,

$$
4T_0^3\langle\theta\rangle+6T_0^2\langle\theta^2\rangle=0 .
$$

For a sinusoid of amplitude $A$, $\langle\theta^2\rangle=A^2/2$, and therefore $\langle\theta\rangle=-3A^2/(4T_0)$. The 100 mm pattern lowers the mean by only 0.02 K.

The loss coefficient is more sensitive to the wafer surface and the chamber. If $\epsilon$ varies with temperature while the absorbed flux stays fixed, differentiation of $2\epsilon\sigma T^4$ gives

$$
G'=8\epsilon\sigma T_0^3
\left(1+\frac{T_0}{4\epsilon}\frac{d\epsilon}{dT}\right) .
$$

An assumed fractional rise of 0.1 percent per kelvin makes the bracket 1.325 and shortens $L$ to 4.58 mm. If the absorbed fraction of the lamp light rises at the same relative rate, the added absorption cancels this change and $L$ stays at 5.27 mm. Gas that removes $g$ per kelvin from each face changes $G$ to $G+2g$. With an assumed $g=0.002$ W/(cm$^2$ K), $L$ becomes 5.13 mm, a reduction of about 3 percent.

Reflectors act in the opposite direction. Let parallel reflectors of reflectance $R$ lie so close to both faces that radiation returns near its starting point, which requires a gap small compared with $L$. The flux $J$ leaving a face consists of its emission and the reflected part of the returning flux, $J=\epsilon\sigma T^4+(1-\epsilon)RJ$. The net loss is $(1-R)J$, so $\epsilon$ is replaced by

$$
\epsilon_{\rm eff}=\frac{\epsilon(1-R)}{1-(1-\epsilon)R} .
$$

For $R=0.5$ this is 0.41, and at the same $T_0$ the length grows to 6.87 mm. If the returning radiation is instead spread over distances much larger than the pattern, its patterned part averages out and the original $G$ governs the pattern.

Device patterns may also change the emissivity. A change $\delta\epsilon$ on one face adds a loss $\delta\epsilon\,\sigma T_0^4$, so to first order the source is $S=\delta Q-\delta\epsilon\,\sigma T_0^4$, where $\delta Q$ is the change of absorbed flux. With uniform absorbed flux, an emissivity amplitude of 0.01 at 20 mm gives a temperature amplitude of $-0.62$ K; the sign means that the more emissive regions are cooler. If those regions also absorb more lamp light, $\delta Q$ opposes this effect. For a grey surface lit equally on both faces, the two terms cancel.

The largest local departure in this example is at the rim. An unlit rim radiates from an extra strip of height $h$. Let $s$ be the distance inward and write $\theta=-\Delta e^{-s/L}$. The heat conducted to the rim per unit rim length is $kh\Delta/L$, and it must supply the linearized rim loss $h(\epsilon\sigma T_0^4-4\epsilon\sigma T_0^3\Delta)$. Solving for $\Delta$,

$$
\Delta=\frac{\epsilon\sigma T_0^4L/k}{1+4\epsilon\sigma T_0^3L/k} .
$$

The numerator is 23.9 K and the denominator 1.07, so the rim is 22.3 K cooler than the interior. A numerical solution for the whole disc, with constant $k$, the curved rim and the full fourth-power loss, gives about 23 K.

Set beside a real soak anneal, the chosen temperature, thickness and diameter are ordinary, while the conductivity and emissivity are rough and depend on the wafer and its films. A lateral length of about 5 mm is therefore a model estimate. Real chambers break the assumption of no returned radiation, and the close-reflector case above moves the length by 30 percent for $R=0.5$; the same formula with $R=0.9$ gives $\epsilon_{\rm eff}=0.096$ and a length near 14 mm. For a steady hold of a wafer that does not rotate, away from the rim, and with loss properties near those assumed here, flux variations much broader than 33 mm must be corrected in the heating itself, since conduction will remove little of them. If the wafer turns many times within the response time $\tau$, rotation largely averages out those variations around each circle that are fixed to the lamps and chamber. Patterns carried by the wafer itself turn with it and are not averaged, and the broad radial variations remain to be corrected.

## Values computed for the example and the checks

```
Inputs: rough values for a lamp-heated soak anneal
Hold temperature T0: 1300 K
Wafer thickness h: 0.775 mm
Wafer radius: 150 mm
Conductivity k: 0.25 W/(cm K)
Emissivity of each face: 0.7
Heat capacity per volume: 2.2 J/(cm3 K)
Absorbed-flux contrast: 2 percent
Main results
Absorbed flux Q0: 22.67 W/cm2
Loss coefficient G, both faces: 0.06976 W/(cm2 K)
Lateral thermal length L: 5.27 mm
Half-response wavelength 2 pi L: 33.11 mm
Uniform response time tau: 2.444 s
Local amplitude without conduction: 6.5 K
Wavelength 100 mm: thin-wafer amplitude 5.858 K, top-surface amplitude 5.893 K
Wavelength 20 mm: thin-wafer amplitude 1.737 K, top-surface amplitude 1.779 K
Wavelength 5 mm: thin-wafer amplitude 0.1449 K, top-surface amplitude 0.1884 K
Wavelength 2 mm: thin-wafer amplitude 0.02363 K, top-surface amplitude 0.05836 K
Response factor at 20 mm, full emissivity: 0.2673
Response factor at 20 mm, half emissivity: 0.1543
Heated disc radius: 5 mm
Disc centre rise, 2 percent extra flux: 2.446 K
Exposure time: 0.5 s
Steady fraction reached at 100 mm: 0.2031
Steady fraction reached at 20 mm: 0.5348
Sizes of neglected effects
Thickness correction to L: 0.09011 percent
Front-to-back difference, top heating: 3.514 K
Mean shift at 100 mm wavelength: -0.0198 K
Rim temperature change, linear estimate: -22.26 K
Rim temperature change, nonlinear disc: -22.77 K
Assumed emissivity slope: 0.1 percent/K
L with that emissivity slope: 4.578 mm
Assumed one-face emissivity amplitude: 0.01
Its temperature amplitude at 20 mm: -0.6205 K
Assumed gas loss per face: 0.002 W/(cm2 K)
L with gas loss: 5.125 mm
Assumed reflectance of close reflectors: 0.5
Effective emissivity with reflectors: 0.4118
L with close reflectors: 6.871 mm
```
